# Quantum Reflection in Thermionic Emission over an Abrupt Step

## The form of the answer

Electrons leave an emitter over a potential step of height $V$, measured from the bottom of the emitter's band. The emitter's chemical potential lies at $\mu$ above that bottom, so the barrier is $\phi=V-\mu$. The quantities available are the mass $m$, $\hbar$, and the energies $kT$, $V$ and $\phi$. The one combination of $m$, $\hbar$ and $kT$ with the dimension of particles per area and time is $m(kT)^2/\hbar^3$. Hence the current density has the form

$$J=q\,\frac{m(kT)^2}{\hbar^3}\,G\!\left(\frac{kT}{V},\frac{\phi}{kT}\right).$$

When the emitted electrons are dilute, their number carries the factor $e^{-\phi/kT}$, and a function of $t=kT/V$ remains. If every electron above the step escapes, that function is a constant and the prefactor is $T^2$.

An abrupt step has no length of its own, and $m$ and $\hbar$ cannot be combined with energies into a pure number. Its transmission therefore depends only on $\varepsilon/V$, where $\varepsilon$ is the energy of normal motion above the step top. If it starts as $\sqrt{\varepsilon/V}$, electrons with $\varepsilon\sim kT$ contribute an extra $\sqrt{kT/V}$, and $T^2$ becomes $T^{5/2}$.

## Assumptions and theorem

1. The potential is $-V$ for $x<0$ and $0$ for $x>0$, with flat bands on both sides.
2. The mass is isotropic and equal on both sides, and momentum parallel to the interface is conserved.
3. The emitter is in equilibrium, and $\phi\gg kT$.
4. $V$ and $\phi$ do not depend on temperature.
5. $J$ is the one-way current from the emitter; $q>0$ is the elementary charge.

**Theorem.** Let $A=4\pi qmk^2/h^3$. Up to a relative error of at most $\tfrac12e^{-\phi/kT}$,

$$J=A\,T^2\,\bar D(t)\,e^{-\phi/kT},\qquad \bar D(t)=2e^zK_2(z)-8t-16t^2,\quad z=\frac1{2t},$$

where $K_2$ is the modified Bessel function. For $kT\ll V$,

$$J\simeq 2A\sqrt{\frac{\pi k}{V}}\;T^{5/2}e^{-\phi/kT}.$$

"Low temperature" thus means $kT\ll V$. In a metal $V$ is several electronvolts, so this condition holds at any working temperature; the conditions that limit the law in practice are the abruptness of the step and the flat band behind it, discussed below. The relative correction to the law falls only as $\sqrt{kT/V}$, however, and can still be noticeable.

## Lemma 1: transmission of the step

$$D=\frac{4k_1k_2}{(k_1+k_2)^2},\qquad \frac{\hbar^2k_1^2}{2m}=V+\varepsilon,\quad \frac{\hbar^2k_2^2}{2m}=\varepsilon .$$

**Proof.** Parallel momentum is conserved and the masses are equal, so the parallel kinetic energy is the same on both sides and drops out. The normal wave function is $e^{ik_1x}+re^{-ik_1x}$ on the left and $\tau e^{ik_2x}$ on the right. With equal masses, $\psi$ and $\psi'$ are continuous at $x=0$:

$$1+r=\tau,\qquad k_1(1-r)=k_2\tau .$$

Eliminating $\tau$ gives $r=(k_1-k_2)/(k_1+k_2)$. The transmitted fraction of the flux is $D=1-r^2$, and $(k_1+k_2)^2-(k_1-k_2)^2=4k_1k_2$. ∎

With $s=\varepsilon/V$,

$$D=\frac{4\sqrt{s(1+s)}}{(\sqrt{1+s}+\sqrt s)^2}.$$

Since $(\sqrt{1+s}+\sqrt s)(\sqrt{1+s}-\sqrt s)=1$, division by the square of the first factor is multiplication by the square of the second, which is $1+2s-2\sqrt{s(1+s)}$. Therefore

$$D=4(1+2s)\sqrt{s(1+s)}-8s(1+s)=4\sqrt s-8s+10s^{3/2}+O(s^2).$$

The coefficient 10 comes from $4(1+2s)(1+s/2)=4+10s+O(s^2)$. The outgoing velocity vanishes at threshold while the incoming one stays finite, and this mismatch produces the $\sqrt s$.

**Remark on abruptness.** At $\varepsilon=0.1$ eV, $V=5.65$ eV and the free-electron mass, $D=0.41$. Replacing the step by $-V/(1+e^{x/w})$ with $w=0.2$ nm (a 10–90% width of about 0.9 nm) and solving the Schrödinger equation numerically gives $D=0.98$. The strong reflection at this energy therefore comes from the sharpness of the step.

## Lemma 2: the supply of electrons

$$J=A\,T^2e^{-\phi/kT}\bar D,\qquad \bar D=\int_0^\infty D(s=ut)\,e^{-u}\,du .$$

**Proof.** Counting two spins, with $f$ the Fermi function,

$$J=\frac{2q}{(2\pi)^3}\int d^2k_\parallel\int dk_x\,v_xDf .$$

Here $v_x\,dk_x=dE_x/\hbar$, and after the angular integral $d^2k_\parallel=2\pi k_\parallel dk_\parallel=(2\pi m/\hbar^2)\,dE_\parallel$. Thus

$$J=\frac{qm}{2\pi^2\hbar^3}\int_V^\infty dE_x\,D\int_0^\infty\frac{dE_\parallel}{1+e^{(E_x+E_\parallel-\mu)/kT}} .$$

The inner integral is $kT\ln(1+Y)$ with $Y=e^{(\mu-E_x)/kT}$. Because $E_x\ge V$, $Y\le e^{-\phi/kT}$. The inequality $Y-Y^2/2\le\ln(1+Y)\le Y$ then allows $\ln(1+Y)$ to be replaced by $Y$ with the stated relative error. Setting $E_x=V+ukT$ gives $Y=e^{-\phi/kT}e^{-u}$ and $dE_x=kT\,du$. The constant is $qmk^2/(2\pi^2\hbar^3)=4\pi qmk^2/h^3=A$, since $h^3=8\pi^3\hbar^3$. ∎

## Proof of the theorem

Set $s=\sinh^2(y/2)$. Then $\sqrt{1+s}=\cosh(y/2)$, and

$$r=\frac{\cosh(y/2)-\sinh(y/2)}{\cosh(y/2)+\sinh(y/2)}=\frac{e^{-y/2}}{e^{y/2}}=e^{-y},\qquad D=1-e^{-2y}.$$

With $s=ut$ the average is $\bar D=t^{-1}\int_0^\infty De^{-s/t}ds$. Integrate by parts. The boundary term vanishes because $D=0$ at $s=0$ and the exponential vanishes at infinity. Since $s=(\cosh y-1)/2$, we have $s/t=z(\cosh y-1)$, and

$$\bar D=\int_0^\infty\frac{dD}{dy}e^{-s/t}dy=2e^z\int_0^\infty e^{-2y}e^{-z\cosh y}dy .$$

Write $e^{-2y}=\cosh2y-\sinh2y$. The first part is $K_2(z)=\int_0^\infty e^{-z\cosh y}\cosh2y\,dy$. In the second, $\sinh2y=2\sinh y\cosh y$, and $c=\cosh y$ gives

$$2\int_1^\infty c\,e^{-zc}dc=2e^{-z}\left(\frac1z+\frac1{z^2}\right).$$

Hence $\bar D=2e^zK_2(z)-4/z-4/z^2$. With $1/z=2t$ this is the stated result.

For small $t$, average the expansion of $D$ term by term. The remainder is bounded by a constant times $s^2$ for all $s$, so it contributes $O(t^2)$. Using $\int_0^\infty u^pe^{-u}du=\Gamma(p+1)$ with $\Gamma(3/2)=\sqrt\pi/2$, $\Gamma(2)=1$ and $\Gamma(5/2)=3\sqrt\pi/4$,

$$\bar D=2\sqrt{\pi t}-8t+\frac{15}{2}\sqrt\pi\,t^{3/2}+O(t^2).$$

The first term, with $t=kT/V$, gives the $T^{5/2}$ law. ∎

## Corollaries

**1. The local exponent.** Define $n=d\ln(Je^{\phi/kT})/d\ln T=2+d\ln\bar D/d\ln T$. Factor out the leading term:

$$\ln\bar D=\ln(2\sqrt{\pi t})+\ln\!\left(1-\frac{4}{\sqrt\pi}\sqrt t+\frac{15}{4}t+\dots\right).$$

The second logarithm is $-(4/\sqrt\pi)\sqrt t+(15/4-8/\pi)t+\dots$, where $8/\pi$ is half the square of $4/\sqrt\pi$. At fixed $V$, $d/d\ln T=t\,d/dt$, so

$$n=\frac52-2\sqrt{\frac t\pi}+\left(\frac{15}4-\frac8\pi\right)t+\dots$$

The value $5/2$ is a limit, approached as slowly as $\sqrt t$. A direct sum over momentum states with Fermi occupation, for $V=50$ eV, $\phi=0.1$ eV and $T=30$ K, gives $n=2.492$.

**2. The opposite limit.** The reflected fraction is $e^{-2y}$ and $ds=\tfrac12\sinh y\,dy$. For $t\to\infty$ the factor $e^{-s/t}$ tends to one wherever reflection matters, so

$$1-\bar D\simeq\frac1t\int_0^\infty e^{-2y}\frac{\sinh y}{2}dy=\frac1{4t}\int_0^\infty(e^{-y}-e^{-3y})dy=\frac1{6t}.$$

The $T^2$ law returns. Since $kT\gg V$ and $\phi\gg kT$ are both needed, $\mu$ must lie below the band bottom: the emitter is nondegenerate. The same sum over states with $V=1$ meV and $T=600$ K gives $n=2.003$.

**3. Exponent and mean energy.** Write $\bar D=(kT)^{-1}\int D\,e^{-\varepsilon/kT}d\varepsilon$. Differentiating the prefactor gives $-1$, and differentiating the exponential gives $\langle\varepsilon\rangle/kT$, where the average is over emitted electrons. Therefore

$$n=1+\frac{\langle\varepsilon\rangle}{kT}.$$

This holds for any temperature-independent $D(\varepsilon)$, including tunnelling at $\varepsilon<0$, provided the electrons that carry the current have normal energies many $kT$ above $\mu$, so that the Boltzmann factor still applies. Full transmission gives $\langle\varepsilon\rangle=kT$ and $n=2$; the threshold law raises the mean to $\tfrac32kT$.

**4. The Richardson plot.** Plot $\ln(J/T^2)=\ln A+\ln\bar D-\phi\beta$ against $\beta=1/kT$. Since $d\ln T=-d\beta/\beta$, $d\ln\bar D/d\beta=-(n-2)kT$. The tangent has slope $-\phi_{\rm app}$, and its intercept at $\beta=0$ is $\ln A_{\rm app}$:

$$\phi_{\rm app}=\phi+(n-2)kT,\qquad A_{\rm app}=A\,\bar D\,e^{n-2}.$$

## Worked example

Take $\phi=0.65$ eV, an emitter Fermi energy of 5 eV and the free-electron mass $m_0$ on both sides. Then $V=5.65$ eV and $A=120.2$ A/cm²/K².

At 300 K, $kT=25.85$ meV and $t=0.00458$. The leading law gives $\bar D=0.240$; the full average is $0.207$, so the leading law is 16% too high relative to it. The current is

$$J=(1.302\times10^{-4})(0.2070)=2.69\times10^{-5}\ \text{A/cm}^2,$$

where the first factor is the current without reflection.

Between 200 and 400 K, $\bar D$ rises from 0.1735 to 0.2339, a factor of 1.35, while $J$ rises from $3.5\times10^{-11}$ to $2.9\times10^{-2}$ A/cm². The exponential dominates, which makes the power hard to extract. The local exponent falls from 2.44 to 2.42 over this range.

At 300 K, $n=2.429$, and Corollary 4 predicts $\phi_{\rm app}=0.65+0.429(0.02585)=0.661$ eV and $A_{\rm app}=120.2(0.207)e^{0.429}=38$ A/cm²/K². A straight-line fit to the model current from 250 to 350 K gives the same values to these digits. Reflection appears mainly as a reduced Richardson constant.

## Where the law fails

For any potential behind the interface, let $\psi$ be the solution with an outgoing wave at large $x$, and let $j=\mathrm{Im}(\psi^*\psi')$ be its conserved flux in units of $\hbar/m$. On the left $\psi=ae^{ik_1x}+be^{-ik_1x}$, so at $x=0$ the combination $ik_1\psi+\psi'$ equals $2ik_1a$. Dividing $j$ by the incident flux $k_1|a|^2$ gives

$$D=\frac{4k_1j}{|ik_1\psi+\psi'|^2}.$$

If the band is flat beyond some finite distance, $\psi=e^{ik_2x}$ there and $j=k_2\propto\sqrt\varepsilon$. At threshold $\psi$ becomes a real, nonzero solution, so the denominator stays finite and positive. A step smoothed over a finite distance thus keeps the $T^{5/2}$ law as $T\to0$, with another coefficient, but the limit is reached only at lower temperature. For the smooth step of the remark on abruptness ($w=0.2$ nm), $n$ is 2.47 at 1 K, 2.41 at 10 K and 2.18 at 300 K; for $w=0.05$ nm it is 2.37 at 300 K. A band that keeps varying at large distances, even one that slowly levels off, can change the power.

**Electric field.** Behind a Schottky contact the band falls as $-qFx$. Equating $\hbar^2/(2m\ell^2)$ to $qF\ell$ gives the energy scale

$$E_F=\left(\frac{\hbar^2q^2F^2}{2m}\right)^{1/3},$$

and the step law needs $E_F\ll kT\ll V$. For doping $10^{15}$ cm⁻³, band bending 0.35 eV and relative permittivity 11.7, depletion gives $F=0.0104$ MV/cm and $E_F=3.5$ meV. With this field held fixed and uniform, the 300 K current rises by 5% and $n$ falls to 2.36. At 20 K the formal exponent is $-2.0$. By Corollary 3 the mean emitted energy is then $-3kT$: the current is carried by tunnelling below the step top.

**Image force.** The charge left in the emitter adds $-C/x$, with $C=q^2/(16\pi\epsilon)$ and $\epsilon$ the semiconductor permittivity. At $\varepsilon=0$ and without a field, the local wave number is $k(x)=\sqrt{2mC/x}/\hbar$. Because $|k'|/k^2\propto x^{-1/2}\to0$, a travelling wave with nonzero flux still exists far away. Then $D$ is finite at threshold, and the low-temperature power is $T^2$.

The energy formed from $m$, $C$ and $\hbar$ is $mC^2/\hbar^2$, and the step law requires $kT$ to be much larger. With the free-electron mass $mC^2/\hbar^2$ is 12 meV, but the numerical factor matters and the approach to the step value is slow. Without a field, $D$ still exceeds the step value by 23–45% at $\varepsilon=0.12$ eV and by 12–26% at $\varepsilon=2\pi^2mC^2/\hbar^2=245$ meV, for the two cutoffs below. The size of the effect must be computed. With image force and field together the barrier top drops by $2\sqrt{CqF}=11$ meV, and energies are then counted from the lowered top:

- If $-C/x$ continues down to the emitter's band bottom, the 300 K current is 4.3 times the bare-step value, and $n=1.98$.
- If the image potential is shifted by 0.2 nm, as a rough cutoff at atomic distances, the factor is 3.1 and $n=2.07$. The result depends on this choice: a shift of 0.5 nm gives 2.4 and $n=2.18$, and 1 nm gives 1.9 and $n=2.29$.

Lowering alone accounts for a factor of about $e^{11.3/25.85}=1.55$; the rest is improved transmission.

## The model beside a silicide contact

The barrier, doping and permittivity are rough values for nickel silicide on lightly doped n-type silicon; the Fermi energy is a round number of metallic size. The flat band behind the step is the assumption that fails most clearly for the exponent. With the free-electron mass and a cutoff of 0.2 nm or less, the image force brings the power back close to $T^2$ between 200 and 400 K. With the silicon masses given below it acts more weakly, and $n$ is about 2.2 to 2.26. In either case $T^{5/2}$ should not be expected of such a diode, but the model does not fix its exponent.

Equal masses also fail. For a (100) surface with masses $0.92\,m_0$ and $0.19\,m_0$, summing the parallel-mass factors of the six valleys multiplies the reflection-free current by $2(0.19)+4\sqrt{0.19\times0.92}=2.05$. With step reflection, matching velocities instead of wave numbers, the factor at 300 K is about 3.6. This estimate ignores the Bloch functions and the valleys' parallel-momentum offset. The offset is not small: for four of the valleys it takes about 3.7 eV from the normal energy in a free-electron emitter, and including it in the same matching raises the factor to about 5.

Finite drift matters little for the bare step with the free-electron mass. Its emission velocity, $\bar D\sqrt{kT/2\pi m_0}$, is 0.08 of a rough drift velocity of $7\times10^6$ cm/s. If electrons at the interface either return at the first velocity or drift away at the second, the current is divided by 1.08. The silicon masses and the image force both raise the emission velocity, so drift can matter more in the contact itself.

A barrier falling linearly as $\phi_0-\alpha T$ multiplies the prefactor by $e^{\alpha/k}$. For a rough $\alpha=0.2$ meV/K this is a factor of 10, larger than the reflection effect, although it leaves the power of $T$ unchanged. A measured Richardson constant alone therefore cannot identify quantum reflection. The remaining values are in the numerical output.

## Numbers as computed

```
Barrier phi = 0.65 eV; Fermi energy = 5.00 eV
Step height V = 5.65 eV; mass = 1 m0 on both sides
Richardson constant A = 120.17 A/cm2/K2
Transmission 0.1 eV above abrupt step = 0.4117
Same, step smoothed with width 0.2 nm = 0.9830
T = 200 K: kT = 17.23 meV, kT/V = 0.003050
  mean transmission = 0.1735; leading law = 0.1958
  J without reflection = 2.007e-10 A/cm2
  J with reflection = 3.482e-11 A/cm2
  local exponent = 2.4414; series = 2.4414
T = 300 K: kT = 25.85 meV, kT/V = 0.004576
  mean transmission = 0.2070; leading law = 0.2398
  J without reflection = 1.302e-04 A/cm2
  J with reflection = 2.694e-05 A/cm2
  local exponent = 2.4292; series = 2.4292
T = 400 K: kT = 34.47 meV, kT/V = 0.006101
  mean transmission = 0.2339; leading law = 0.2769
  J without reflection = 1.242e-01 A/cm2
  J with reflection = 2.906e-02 A/cm2
  local exponent = 2.4192; series = 2.4192
Deep-step test (V=50 eV, 30 K): exponent = 2.4919
Shallow-step test (V=1 meV, 600 K): exponent = 2.0029
Richardson plot 250-350 K: apparent barrier = 0.6609 eV
  apparent Richardson constant = 38.03 A/cm2/K2
Doping = 1e+15 cm^-3; band bending = 0.35 eV
Relative permittivity = 11.7; field = 0.01040 MV/cm
Field energy scale = 3.46 meV
Image energy scale = 245.2 meV
Image barrier lowering = 11.32 meV
J(field)/J(step), 300 K = 1.0495
Exponent with field, 200 K = 2.3158
Exponent with field, 300 K = 2.3599
Exponent with field, 400 K = 2.3736
Exponent with field, 20 K (formal) = -2.027
Image force, continuous, shift 0.0054 nm:
  J(image+field)/J(step), 300 K = 4.330
  exponents from lowered top, 200/300/400 K = 1.936, 1.977, 2.005
Image force, cut off, shift 0.2000 nm:
  J(image+field)/J(step), 300 K = 3.078
  exponents from lowered top, 200/300/400 K = 2.038, 2.071, 2.095
Silicon masses used = 0.92, 0.19 m0
Mass factor on J, no reflection = 2.05
Mass factor on J, with reflection, 300 K = 3.64
Emission velocity without reflection = 2.69e+06 cm/s
Rough drift velocity = 7.0e+06 cm/s; ratio with reflection = 0.080
Barrier falling 0.2 meV/K (rough): prefactor times 10.2
```
